# Independence of Rotationally Summed Electron Cross Sections from the Initial State

**Q.** An electron hits a molecule in a gas discharge. A fast rotor can give energy back, while a rotor at rest can only take it. Why should the cross section summed over final rotational states not depend on the initial quantum number $j$?

**A.** Because of a specific approximation, which I state first. The molecule is linear, rigid and in a $\Sigma$ electronic state. Its axis points along the unit vector $\mathbf n$, its rotational states are $Y_{jm}(\mathbf n)$, and its levels are $E_j=Bj(j+1)$. I use atomic units in the algebra. The full problem is

$$[H_e(\mathbf n)+H_{\rm rot}]\Psi=E_{\rm tot}\Psi ,$$

where $H_e$ contains the colliding electron. The adiabatic-nuclei approximation replaces $H_{\rm rot}$ by one constant, $E_j$. No derivative with respect to $\mathbf n$ then remains, so the collision is solved separately for each fixed axis. Multiplying that solution by the initial rotor state gives, at large distance,

$$\Psi\to\left[e^{i\mathbf k\cdot\mathbf r}+f(\mathbf k',\mathbf k;\mathbf n)\frac{e^{ikr}}{r}\right]Y_{jm}(\mathbf n).$$

Projecting the outgoing wave on $Y_{j'm'}$ gives the transition amplitude

$$f_{j'm',jm}=\int d\mathbf n\,Y^*_{j'm'}(\mathbf n)\,f(\mathbf k',\mathbf k;\mathbf n)\,Y_{jm}(\mathbf n).$$

Every outgoing wave has the same wavenumber $k$. The flux ratio $k'/k$ is therefore 1, and every rotational channel counts as open.

**Q.** Each of these integrals contains $Y_{jm}$. The dependence on $j$ is still there.

**A.** It is there in each transition. Now sum over all final states, using completeness, $\sum_{j'm'}Y_{j'm'}(\mathbf n)Y^*_{j'm'}(\mathbf n')=\delta(\mathbf n-\mathbf n')$:

$$\sum_{j'm'}|f_{j'm',jm}|^2=\int d\mathbf n\,|Y_{jm}(\mathbf n)|^2|f(\mathbf k',\mathbf k;\mathbf n)|^2 .$$

The delta function has removed one of the two axis integrals. In an unaligned gas the $2j+1$ values of $m$ are equally populated, so we average over them. The addition theorem at coincident directions reads $\sum_m|Y_{jm}(\mathbf n)|^2=(2j+1)/4\pi$. Hence

$$\sum_{j'}\frac{d\sigma_{j\to j'}}{d\Omega}=\frac1{2j+1}\sum_m\int d\mathbf n\,|Y_{jm}|^2|f|^2=\frac1{4\pi}\int d\mathbf n\,|f(\mathbf k',\mathbf k;\mathbf n)|^2 .$$

The factor $2j+1$ cancels and no $j$ is left. Physically, the electron sees a frozen axis, and an unaligned gas has the same uniform distribution of axes for every $j$.

**Q.** Is the average over $m$ essential, or a convenience?

**A.** It is essential. With the quantization axis along the beam and $j=1$, the state $m=0$ has axis density $3\cos^2\alpha/4\pi$, where $\alpha$ is the angle between axis and beam. The states $m=\pm1$ have $3\sin^2\alpha/8\pi$ and favour axes across the beam. In the example worked out below, their summed cross sections are 11.569 and 11.865 angstrom². The average is

$$\frac{11.569+2(11.865)}3=11.766\ \text{angstrom}^2,$$

which is the orientation average. In an aligned gas the sum can depend on the rotational state.

**Q.** For H₂ the nuclear spins divide the molecules into even and odd $j$. Half of your complete set is forbidden.

**A.** The forbidden terms are zero already. With equal nuclei, reversing the axis changes nothing, so $f(-\mathbf n)=f(\mathbf n)$. Since $Y_{jm}(-\mathbf n)=(-1)^jY_{jm}(\mathbf n)$, changing the integration variable from $\mathbf n$ to $-\mathbf n$ gives

$$f_{j'm',jm}=(-1)^{j+j'}f_{j'm',jm}.$$

The amplitude vanishes when $j'-j$ is odd. The complete sum and the sum over allowed states are the same.

**Q.** I would like to see the individual transitions conspire to give a constant.

**A.** Expand the amplitude as $f=\sum_{LM}f_{LM}Y_{LM}(\mathbf n)$. The integral of three spherical harmonics gives

$$f_{j'm',jm}=\sum_{LM}f_{LM}\sqrt{\frac{(2j+1)(2L+1)}{4\pi(2j'+1)}}\;C(j0L0|j'0)\,C(jmLM|j'm').$$

On squaring and summing over $m,m'$, we need the orthogonality relation

$$\sum_{mm'}C(jmLM|j'm')C(jmL'M'|j'm')=\frac{2j'+1}{2L+1}\delta_{LL'}\delta_{MM'} .$$

It removes the cross terms, and its factor cancels $(2L+1)/(2j'+1)$. The average over initial $m$ cancels $2j+1$. Therefore

$$\frac{d\sigma_{j\to j'}}{d\Omega}=\sum_L C(j0L0|j'0)^2\,\frac1{4\pi}\sum_M|f_{LM}|^2 .$$

For $j=0$ the coefficient is $\delta_{Lj'}$, so the last factor is $d\sigma_{0\to L}/d\Omega$. Thus

$$\frac{d\sigma_{j\to j'}}{d\Omega}=\sum_L C(j0L0|j'0)^2\frac{d\sigma_{0\to L}}{d\Omega}.$$

The squared coefficients are the probabilities of finding total angular momentum $j'$ in the normalized product state $|j0\rangle|L0\rangle$. They add to 1. The initial state redistributes strength among the final states but cannot change the total.

**Q.** Then hot molecules must at least change the energy balance. They have downward transitions.

**A.** Their upward transitions also have larger gaps. Let $\mathbf J=\mathbf j+\mathbf L$ in the same product state. Then

$$\langle J^2\rangle=j(j+1)+L(L+1)+2\langle\mathbf j\cdot\mathbf L\rangle .$$

Here $\mathbf j\cdot\mathbf L=j_zL_z+\tfrac12(j_+L_-+j_-L_+)$. The first term gives zero because both projections are zero. The others change the projections and lead to orthogonal states. Hence $\langle\mathbf j\cdot\mathbf L\rangle=0$, and

$$\sum_{j'}C(j0L0|j'0)^2[j'(j'+1)-j(j+1)]=L(L+1).$$

Multiplying by $B\sigma_{0\to L}$ and summing over $L$ gives

$$W\equiv\sum_{j'}(E_{j'}-E_j)\sigma_{j\to j'}=B\sum_L L(L+1)\sigma_{0\to L}.$$

Within this approximation the energy-weighted sum is also independent of $j$.

**Q.** Show me numbers from a case where the scattering is not weak.

**A.** Put two identical point scatterers at $\pm R\mathbf n/2$, each with $s$-wave phase shift $\delta$. A single one has amplitude $f_0$, with $1/f_0=k\cot\delta-ik$. Each emits a wave of strength $c_\pm$, driven by the incident wave and by the wave from its partner:

$$c_\pm=f_0\,(e^{\pm is}+g\,c_\mp),\qquad s=\frac{R\,\mathbf k\cdot\mathbf n}2,\qquad g=\frac{e^{ikR}}R .$$

Adding and subtracting the two equations gives

$$c_++c_-=2a_+\cos s,\qquad c_+-c_-=2ia_-\sin s,\qquad a_\pm=\frac1{1/f_0\mp g}.$$

With $s'=R\,\mathbf k'\cdot\mathbf n/2$, the outgoing amplitude is

$$f=c_+e^{-is'}+c_-e^{is'}=2a_+\cos s\cos s'+2a_-\sin s\sin s' .$$

Now integrate $|f|^2$ over $\mathbf k'$ directions. The cross term is odd under $\mathbf k'\to-\mathbf k'$ and vanishes. Let $S=\sin(kR)/(kR)$, the directional average of $\cos(R\,\mathbf k'\cdot\mathbf n)$. Then $\cos^2s'$ and $\sin^2s'$ integrate to $2\pi(1+S)$ and $2\pi(1-S)$. Averaging $\cos^2s$ and $\sin^2s$ over the axis gives $(1\pm S)/2$. The result is

$$\sigma=4\pi\left[(1+S)^2|a_+|^2+(1-S)^2|a_-|^2\right].$$

Take 2 eV electrons, $R=0.74$ angstrom and $\delta=-1.2$ rad. Then $k=0.7245$ angstrom⁻¹, $kR=0.5361$ and $S=0.953$. In inverse angstroms, $k\cot\delta=-0.282$ and $g=1.162+0.690i$, so

$$1/a_+=-1.443-1.415i,\qquad 1/a_-=0.880-0.034i .$$

The squared moduli are 4.085 and 0.776 angstrom⁻². Hence

$$\sigma=4\pi\left[\frac{3.813}{4.085}+\frac{0.00223}{0.776}\right]=11.77\ \text{angstrom}^2=1.177\times10^{-15}\ \text{cm}^2 .$$

**Q.** That is the orientation average. What do the separate transitions give?

**A.** The rotor matrix elements, evaluated by integration over the axis and then summed, give these values in angstrom²:

| $j$ | to $j-2$ | to $j$ | to $j+2$ | all |
|---|---|---|---|---|
| 0 | – | 11.7394 | 0.0268 | 11.7662 |
| 2 | 0.0054 | 11.7471 | 0.0138 | 11.7662 |
| 4 | 0.0077 | 11.7464 | 0.0122 | 11.7662 |

For $j=2$ and $L=2$, the squared coefficients to $j'=0,2,4$ are 0.2000, 0.2857 and 0.5143. Multiplying $\sigma_{0\to2}=0.02682$ angstrom² by the first and last gives 0.0054 and 0.0138, as in the table. The $L=4$ part is negligible here, with $\sigma_{0\to4}=5\times10^{-7}$ angstrom². From $j=0$ to 6 the sums agree to a relative spread of about $10^{-15}$, which is rounding error.

For the energy sum, $B=0.00757$ eV. From $j=0$ the gap is $6B$, so $W=6(0.00757)(0.02682)=1.22\times10^{-3}$ eV angstrom². From $j=4$ the upward gap is $22B$ and the downward one $14B$:

$$W=0.00757\,[22(0.01219)-14(0.00766)]=1.22\times10^{-3}\ \text{eV angstrom}^2 .$$

Dividing by $\sigma$ gives a mean rotational loss of $1.04\times10^{-4}$ eV per collision in this model.

**Q.** Transport needs the momentum-transfer cross section. Does the rule survive there?

**A.** Yes. The rule holds at each scattering angle $\theta$, so it survives multiplication by $1-\cos\theta$. The model gives 12.06 angstrom², slightly more than $\sigma$, which means that backward scattering is favoured.

The cause is the cross term that vanished from $\sigma$. It equals $2\,{\rm Re}(a_+a_-^*)\sin2s\sin2s'$. For small $kR$ its axis average is $\tfrac23(kR)^2{\rm Re}(a_+a_-^*)\cos\theta$. The numbers above give ${\rm Re}(a_+a_-^*)=-0.386$ angstrom², so this term is negative in the forward direction. It raises the momentum-transfer cross section above $\sigma$ by

$$\frac{4\pi}3\cdot\frac23(0.5361)^2(0.386)=0.31\ \text{angstrom}^2,$$

close to the full difference of 0.29 angstrom².

**Q.** What if the molecule has a dipole moment?

**A.** The statement at a fixed nonzero angle remains, but the integral cross section does not exist for fixed nuclei. At small angles the long-range potential $-\mathbf D\cdot\hat{\mathbf r}/r^2$ dominates. With $\mathbf q=\mathbf k-\mathbf k'$, the Born amplitude is

$$f=-\frac1{2\pi}\int e^{i\mathbf q\cdot\mathbf r}V\,d^3r=2i\,\mathbf D\cdot\hat{\mathbf q}\int_0^\infty j_1(qr)\,dr=\frac{2i\,\mathbf D\cdot\hat{\mathbf q}}q .$$

I used $\int e^{i\mathbf q\cdot\mathbf r}\hat{\mathbf r}\,d\Omega_r=4\pi i\,j_1(qr)\hat{\mathbf q}$. The axis average of $|f|^2$ is $4D^2/(3q^2)$. Near the forward direction $q\simeq k\theta$, so the integral contains

$$\int2\pi\theta\,d\theta\,\frac{4D^2}{3k^2\theta^2}=\frac{8\pi D^2}{3k^2}\int\frac{d\theta}\theta ,$$

which diverges logarithmically. The weight $1-\cos\theta\simeq\theta^2/2$ removes this divergence from the momentum-transfer cross section.

**Q.** You set $k'/k=1$. Real channels have different final speeds.

**A.** Restore the ratio while holding $f$ fixed. For electron energy $E$ and gap $\Delta E=E_{j'}-E_j$, it is $\sqrt{1-\Delta E/E}$. If the gaps are small compared with $E$,

$$\sum_{j'}\frac{k'}k\sigma_{j\to j'}\simeq\sigma-\frac W{2E}-\frac1{8E^2}\sum_{j'}(\Delta E)^2\sigma_{j\to j'} .$$

The first correction contains $W$ and is still independent of $j$. The next one is not. For $L=2$ the mean of $(\Delta E)^2$ is $36B^2$ from $j=0$, but $0.2000(6B)^2+0.5143(14B)^2=108B^2$ from $j=2$.

In the example, the first correction relative to $\sigma$ is $-1.04\times10^{-4}/(2\times2)$, or $-0.0026\%$. The full square roots give $-0.0026\%$ for $j=0$ and $-0.0027\%$ for $j=4$. This estimates the flux effect alone, since a full treatment would also change $f$ with the channel energy.

The energy-weighted sum is less well protected, because its upward and downward terms partly cancel. For $j=4$ the speed ratios are 0.957 upward and 1.026 downward, which gives

$$0.00757\,[22(0.01219)(0.957)-14(0.00766)(1.026)]=1.11\times10^{-3}\ \text{eV angstrom}^2 .$$

This is 9% below $W$. For $j=0$ the reduction is only 1.1%. Both figures hold $f$ fixed. In this model $\sigma_{0\to2}$ rises steeply with energy, and evaluating $f$ at the geometric mean of the initial and final electron energies, a choice consistent with detailed balance, deepens the reductions to about 30% and 4%.

**Q.** So when does the independence visibly fail?

**A.** Near rotational thresholds, in the part of the scattering that depends on the axis direction. Consider the quadrupole potential $-QP_2(\hat{\mathbf r}\cdot\mathbf n)/r^3$. The angular part of its Born integral is $-4\pi j_2(qr)P_2(\hat{\mathbf q}\cdot\mathbf n)$, and $\int_0^\infty j_2(x)\,dx/x=1/3$. Thus $f=-\tfrac23QP_2(\hat{\mathbf q}\cdot\mathbf n)$. Since $P_2^2$ averages to $1/5$,

$$\sigma_Q=4\pi\cdot\frac{4Q^2}9\cdot\frac15=\frac{16\pi Q^2}{45}$$

when $k'/k=1$. This amplitude has $L=2$ alone and does not depend on the size of $q$, so in Born approximation each transition is $\sigma_Q$ times $C^2$ times $k'/k$.

At 0.10 eV, a rotor with $j=0$ has the single channel $0\to2$, and the sum is $\sqrt{1-0.454}=0.739$ of $\sigma_Q$. For $j=2$, the transition to $j=4$ needs 0.106 eV and is closed. What remains is

$$0.2857+0.2000\sqrt{1+0.454}=0.527 .$$

For $j=1$ the fraction is 0.696. The rule would have given 1 in all three cases, because it ignores the speed ratio and, for $j=2$, also counts the closed channel. These fractions refer to $\sigma_Q$ alone. With the H₂ value $\sigma_Q\approx0.067$ angstrom² given below, the spread between $j=0$ and $j=2$ is 0.014 angstrom², about 0.2% of a total cross section of several angstrom², so the failure shows in the rotational part rather than in the whole sum. The 0.106 eV threshold is the rigid-rotor value; for the real molecule it is about 0.101 eV, only just above 0.10 eV.

**Q.** How close is your 2 eV example to a real hydrogen plasma?

**A.** The bond length and mass are those of H₂, and electron energies of a few eV are typical of processing discharges. The phase shift is a round model value, chosen to give a cross section of reasonable order; it is not a property computed for H₂. At a rough gas temperature of 400 K, with nuclear-spin weights 1 and 3, the rigid-rotor levels put 59% of the molecules in $j=1$ and about 1% in $j=4$.

The model omits long-range forces. A rough quadrupole of 0.13 e angstrom² gives $\sigma_Q=0.067$ angstrom², some 2.5 times the model's $\sigma_{0\to2}$, so the rotational cross sections and energy loss above are too small to serve as H₂ data. The quadrupole is not the main shortfall. At 2 eV the $p$ wave of real H₂ scatters much more strongly along the axis ($\sigma_u$) than across it ($\pi_u$), which brings $\sigma_{0\to2}$ to the order of 1 angstrom² or more, tens of times the model value. A rough polarizability of 0.80 angstrom³ gives a Born $p$-wave phase $\pi\alpha k^2/15=0.166$ rad. Alone, that wave would contribute $12\pi\sin^2(0.166)/k^2=1.97$ angstrom², about 17% of the model's $\sigma$. The formula carries the $r^{-4}$ potential to the centre of the molecule, where it does not hold, so this figure is only an order of magnitude. Long-range forces change $f$ and hence the value of the sum. They do not affect its independence of $j$, since the proof accepts any fixed-nuclei amplitude.

**Q.** And the assumption that the molecule neither turns nor stretches?

**A.** For $j=4$ the axis turns by about 0.009 rad while the electron crosses one bond length, so freezing it is reasonable for a direct collision. A long-lived resonance would allow more turning.

Stretching matters more. Balancing a harmonic bond force against the centrifugal force gives, for small stretch and vibrational quantum $\omega$,

$$\mu\omega^2\Delta R=\frac{j(j+1)}{\mu R^3}\quad\Rightarrow\quad\frac{\Delta R}R=\frac{4B^2j(j+1)}{\omega^2},$$

because $B=1/(2\mu R^2)$, with $\mu$ the reduced mass. With a rough quantum of 0.54 eV, this formula gives a stretch of 0.012 angstrom at $j=4$. Solving the force balance with the stretched length $R+\Delta R$ in the centrifugal term gives 0.011 angstrom, the value used here. At fixed phase shift this raises the model's sum by 1.6%. It is a real dependence on $j$, far larger here than the flux effect, and it enters because $f$ itself now depends on $j$ through the bond length. Since the stretch grows as $j(j+1)$, the effect at $j=1$ is about a tenth as large.

Zero-point motion in a harmonic well centred at 0.74 angstrom, with an rms bond change of 0.088 angstrom, lowers the sum by 0.4% at fixed phase shift when $\sigma(R)$ is averaged over it. The real H₂ well is anharmonic and moves the mean bond length out to 0.76–0.77 angstrom, which reverses the sign: the model's sum then rises by about 3%. Without the centrifugal stretch, that shift is common to all $j$. The average includes vibrational excitation by the same closure argument, but there the equal-speed assumption is poorer: losing 0.54 eV out of 2 eV gives $k'/k=\sqrt{0.73}=0.85$.

**Q.** Then what may I use in a discharge calculation?

**A.** For direct collisions in an unaligned gas of nonpolar linear molecules in a $\Sigma$ state, at electron energies well above the important rotational gaps, one summed cross section can serve all the initial rotational states, provided that centrifugal changes of the amplitude are acceptable. State-to-state rates still need their own cross sections. Near threshold, each channel needs its own flux factor and an amplitude that accounts for the energy change. The numerical output below lists the values for this example.

## Table of computed values

```
electron energy: 2.00 eV
bond length: 0.74 angstrom
phase shift per centre: -1.20 rad
atom mass: 1.008 u
wavenumber k: 0.7245 1/angstrom
k times bond length: 0.5361 (no unit)
rotational constant B: 0.00757 eV
orientation-averaged cross section: 11.76621 angstrom^2
same cross section: 1.1766e-15 cm^2
momentum-transfer cross section: 12.05838 angstrom^2
state-to-state cross sections, angstrom^2:
 j=0: to j-2 0.00000, to j 11.73939, to j+2 0.02682, all 11.76621
 j=1: to j-2 0.00000, to j 11.75012, to j+2 0.01609, all 11.76621
 j=2: to j-2 0.00536, to j 11.74705, to j+2 0.01379, all 11.76621
 j=3: to j-2 0.00690, to j 11.74654, to j+2 0.01277, all 11.76621
 j=4: to j-2 0.00766, to j 11.74636, to j+2 0.01219, all 11.76621
cross section 0 to 4: 4.97e-07 angstrom^2
C(20 20|00)^2: 0.20000 (no unit)
C(20 20|20)^2: 0.28571 (no unit)
C(20 20|40)^2: 0.51429 (no unit)
relative spread of sums, j=0 to 6: 1.2e-15 (no unit)
j=1, m=0 only, summed: 11.56940 angstrom^2
j=1, m=1 only, summed: 11.86461 angstrom^2
energy-weighted sum, j=0: 1.2186e-03 eV angstrom^2
energy-weighted sum, j=4: 1.2186e-03 eV angstrom^2
mean rotational energy loss: 1.036e-04 eV
gas temperature (rough): 400 K
population of j=0: 10.20 %
population of j=1: 59.18 %
population of j=2: 13.65 %
population of j=3: 15.35 %
population of j=4: 1.13 %
population above j=6: 0.0021 %
change from k'/k, j=0: -0.00260 %
change from k'/k, j=4: -0.00271 %
axis turn during transit, j=4: 0.0091 rad
vibrational quantum (rough): 0.54 eV
zero-point rms bond change: 0.0876 angstrom
zero-point change of sum: -0.413 %
centrifugal stretch, j=4: 0.0111 angstrom
stretch change of sum, j=4: 1.578 %
quadrupole (rough): 0.13 e angstrom^2
Born quadrupole cross section: 0.0674 angstrom^2
polarizability (rough): 0.80 angstrom^3
Born polarization p-wave phase: 0.166 rad
its p-wave cross section: 1.966 angstrom^2
low-energy quadrupole case: 0.10 eV
threshold for 2 to 4: 0.1060 eV
quadrupole sum / rule, j=0: 0.7387 (no unit)
quadrupole sum / rule, j=1: 0.6956 (no unit)
quadrupole sum / rule, j=2: 0.5269 (no unit)
```
